# Why fast electrons rarely backscatter, and where their spin points

**Question.** Why is a fast electron so unlikely to be turned straight back by the Coulomb field of a nucleus? What does its mass have to do with it, and which way does its spin point after the collision?

**Answer.**

## The mechanism: two conservation laws in conflict

Treat the nucleus as a fixed centre with an electrostatic potential energy $V(r)$. With $\hbar=c=1$, the electron obeys the Dirac equation with Hamiltonian

$$H=H_0+V(r),\qquad H_0=\boldsymbol\alpha\cdot\hat{\mathbf p}+\gamma^0m .$$

In $2\times2$ blocks, $\gamma^0=\mathrm{diag}(1,-1)$, while $\boldsymbol\alpha$ has $\boldsymbol\sigma$ in both off-diagonal blocks. The chirality matrix $\gamma^5$ has the unit matrix there. The spin matrix $\boldsymbol\Sigma=\mathrm{diag}(\boldsymbol\sigma,\boldsymbol\sigma)$ then satisfies $\boldsymbol\alpha=\gamma^5\boldsymbol\Sigma$. Helicity $\lambda=\pm1$ is the eigenvalue of $\boldsymbol\Sigma\cdot\hat{\mathbf p}$, where the hat now marks the unit vector along the momentum.

The first conservation law comes from rotational symmetry. Let the electron arrive along $z$ with $\lambda=+1$. Its plane wave $e^{ipz}$ has no orbital angular momentum about $z$, so $J_z=+\tfrac12$, and a central potential conserves this value. Now look at the scattered wave on the backward axis. A component with nonzero $L_z$ varies as $e^{iL_z\varphi}$ around the axis and must vanish on it to be continuous. What remains there has $L_z=0$ and spin $+\tfrac12$ along $z$. The momentum has reversed and the spin has not, so the helicity has become $-1$. Backscattering requires a helicity flip.

The second law concerns chirality. The matrix $\gamma^5$ commutes with $\boldsymbol\alpha$ and with $V$, but anticommutes with $\gamma^0$. If $m=0$, it commutes with all of $H$ and chirality is conserved. Moreover, a massless plane wave of positive energy $E=p$ satisfies

$$E w=\boldsymbol\alpha\cdot\mathbf p\,w=p\,\gamma^5\,\boldsymbol\Sigma\cdot\hat{\mathbf p}\,w .$$

Hence $\gamma^5\lambda=1$, so chirality equals helicity, and helicity cannot flip. The two laws together leave no amplitude at $180^\circ$.

A real electron has a mass, and its helicity states are mixtures of both chiralities. A flip is then possible, to an extent set by $m/E$. To find that extent we need the scattered wave.

## From the potential to the spin amplitude

Take $V$ weak and, for now, of short range, and work to first order in it. The incoming wave is $e^{i\mathbf p\cdot\mathbf r}w$, with $w^\dagger w=1$. The first-order wave $\psi_1$ obeys

$$(E-H_0)\psi_1=V e^{i\mathbf p\cdot\mathbf r}w .$$

Because the Dirac matrices anticommute, $H_0^2=-\nabla^2+m^2$, and therefore

$$(E-H_0)(E+H_0)=E^2-m^2+\nabla^2=p^2+\nabla^2 .$$

The outgoing solution of $(\nabla^2+p^2)g=\delta^3(\mathbf R)$ is $g=-e^{ipR}/(4\pi R)$. It follows that

$$\psi_1(\mathbf r)=-(E+H_0)\int d^3r'\,\frac{e^{ip|\mathbf r-\mathbf r'|}}{4\pi|\mathbf r-\mathbf r'|}\,V(r')\,e^{i\mathbf p\cdot\mathbf r'}w .$$

Far away, $|\mathbf r-\mathbf r'|\simeq r-\hat{\mathbf r}\cdot\mathbf r'$ in the phase. Let $\mathbf p'=p\,\hat{\mathbf r}$ be the final momentum and $\mathbf q=\mathbf p'-\mathbf p$ the momentum transfer. To leading order in $1/r$, the gradient in $H_0$ acts on $e^{ipr}$ alone and gives $H_0\to H_0(\mathbf p')=\boldsymbol\alpha\cdot\mathbf p'+\gamma^0m$. Since $H_0(\mathbf p')^2=E^2$, the matrix

$$\Lambda=\frac{E+H_0(\mathbf p')}{2E}$$

projects on the positive-energy solutions with momentum $\mathbf p'$. Thus

$$\psi_1\to-\frac{E}{2\pi}\tilde V(q)\,\Lambda w\,\frac{e^{ipr}}{r},\qquad \tilde V(q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}V(r).$$

The potential supplies a number, $\tilde V$. The spin is governed by $\Lambda w$, the part of the old spinor that is an allowed electron state at the new momentum. Expanding $\Lambda w$ in the two unit-normalized helicity spinors $w'_{\lambda'}$ at $\mathbf p'$ gives the spin amplitudes

$$S_{\lambda'\lambda}=w'^{\dagger}_{\lambda'}w_\lambda .$$

## The two spin factors

Write $w$ with upper part $u$ and lower part $l$. The lower row of $H_0w=Ew$ reads $\boldsymbol\sigma\cdot\mathbf p\,u-ml=El$, so $l=\boldsymbol\sigma\cdot\mathbf p\,u/(E+m)$. For a two-component helicity state, $\boldsymbol\sigma\cdot\mathbf p\,\chi_\lambda=\lambda p\chi_\lambda$. With $p=\sqrt{(E+m)(E-m)}$ the normalized spinor is

$$w_\lambda=\frac1{\sqrt{2E}}\begin{pmatrix}\sqrt{E+m}\,\chi_\lambda\\ \lambda\sqrt{E-m}\,\chi_\lambda\end{pmatrix}.$$

Its norm is $[(E+m)+(E-m)]/2E=1$. The overlap of an initial and a final spinor is

$$S_{\lambda'\lambda}=\frac{(E+m)+\lambda\lambda'(E-m)}{2E}\,\chi'^{\dagger}_{\lambda'}\chi_\lambda .$$

The bracket equals $2E$ for equal helicities and $2m$ for opposite ones. Let the scattering plane be $xz$, with $\hat{\mathbf p}'=(\sin\theta,0,\cos\theta)$, and choose the phases

$$\chi_+=\begin{pmatrix}1\\0\end{pmatrix},\quad
\chi'_+=\begin{pmatrix}\cos\frac\theta2\\ \sin\frac\theta2\end{pmatrix},\quad
\chi'_-=\begin{pmatrix}-\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.$$

For positive initial helicity this gives

$$S_{++}=\cos\frac\theta2,\qquad S_{-+}=-\frac mE\sin\frac\theta2 .$$

Starting from $\chi_-=(0,1)^T$ gives $S_{--}=\cos(\theta/2)$ and $S_{+-}=+(m/E)\sin(\theta/2)$, so the magnitudes are the same. The sign of a flip amplitude depends on the phase convention, but it must be kept consistently when the spin direction is computed.

The half-angle functions are the overlaps of spin-½ states quantized along axes an angle $\theta$ apart. The factor $m/E$ comes from chirality. The right- and left-chiral parts of $w_\lambda$ are $\tfrac12(1\pm\gamma^5)w_\lambda$. Since $\gamma^5$ exchanges upper and lower parts, the right-chiral weight is

$$\frac{\left(\sqrt{E+m}+\lambda\sqrt{E-m}\right)^2}{4E}=\frac{2E+2\lambda p}{4E}=\frac{1+\lambda\beta}{2},$$

where $\beta=p/E$ is the speed. A positive-helicity electron therefore has chiral amplitudes $a=\sqrt{(1+\beta)/2}$ (right) and $b=\sqrt{(1-\beta)/2}$ (left), and a negative-helicity electron has them interchanged. The electrostatic potential connects right to right and left to left. Without a flip, the two contributions add to $a^2+b^2=1$. With a flip they add to

$$ab+ba=\sqrt{1-\beta^2}=\frac mE .$$

Rotational symmetry alone would not suppress backscattering. Suppose the weak central potential were a Lorentz scalar, entering $H$ like the mass, as $\gamma^0U(r)$. The spin amplitude would be $w'^\dagger\gamma^0w$, and the minus sign in the lower block of $\gamma^0$ would change the bracket to $(E+m)-\lambda\lambda'(E-m)$. The magnitudes would be $(m/E)\cos(\theta/2)$ without a flip and $\sin(\theta/2)$ with one. Such a potential exchanges the chiralities, and it scatters even a massless particle backwards.

## The Coulomb cross section

The plane-wave flux follows from the anticommutator $\{H_0(\mathbf p),\boldsymbol\alpha\}=2\mathbf p$. Taken between positive-energy spinors it gives $2E\,w^\dagger\boldsymbol\alpha w=2\mathbf p$, a flux of $\beta$ for unit density. Incoming and outgoing waves have the same speed, so the cross section is the squared modulus of the coefficient of $e^{ipr}/r$.

For a nucleus of charge number $Z$, start from the screened potential $V=-Z\alpha_{\rm fs}e^{-\mu r}/r$, where $\alpha_{\rm fs}$ is the fine-structure constant. The angular integral gives

$$\tilde V=-\frac{4\pi Z\alpha_{\rm fs}}q\int_0^\infty e^{-\mu r}\sin(qr)\,dr=-\frac{4\pi Z\alpha_{\rm fs}}{q^2+\mu^2}.$$

At fixed nonzero $q$ we may let $\mu\to0$. Multiplying by $-E/2\pi$, the scattering amplitude is

$$f_{\lambda'\lambda}=\frac{2Z\alpha_{\rm fs}E}{q^2}S_{\lambda'\lambda},\qquad q^2=2p^2(1-\cos\theta)=4p^2\sin^2\frac\theta2 .$$

The half-angle laws thus describe the spin factors; both carry the same Coulomb factor, which falls with angle. Summing over final helicities, and using $(m/E)^2=1-\beta^2$,

$$\frac{d\sigma}{d\Omega}=\left(\frac{2Z\alpha_{\rm fs}E}{q^2}\right)^2N,\qquad
N=\cos^2\frac\theta2+\frac{m^2}{E^2}\sin^2\frac\theta2=1-\beta^2\sin^2\frac\theta2 .$$

At $180^\circ$ the spin factor is $N=(m/E)^2$. Backscattering of an electron does not vanish; it is suppressed by this factor relative to the Coulomb factor alone, and what survives has flipped helicity. In the slow limit $N\to1$: at this order the spin then has no effect on the intensity.

The first-order treatment is justified when $Z\alpha_{\rm fs}/\beta\ll1$, a condition not met by heavy nuclei or by very slow electrons. For light nuclei the cross section survives at low speed nonetheless: for a point charge $Z=6$ at 0.1 to 1 keV, the all-orders Dirac–Coulomb result at $120^\circ$ stays within 0.5% of the formula. For heavy nuclei it does not survive: at $Z=79$ and 1 or 100 MeV the backward factor is about 2.6 times $(m/E)^2$. It also neglects recoil, radiation and nuclear magnetism. A finite spherical charge distribution changes $\tilde V$, and hence the cross section, but at this order it leaves the ratio of the two helicity amplitudes unchanged.

## Where the spin points

The spin direction of a moving electron is defined here in its rest frame, reached by a boost along its momentum without rotation. Boosting a rest spinor $(\xi,0)$ to momentum $\mathbf p$ uses the matrix

$$e^{\eta\,\boldsymbol\alpha\cdot\hat{\mathbf p}/2}=\cosh\frac\eta2+\boldsymbol\alpha\cdot\hat{\mathbf p}\,\sinh\frac\eta2,\qquad\cosh\eta=\frac Em .$$

Because $\tanh(\eta/2)=\sinh\eta/(1+\cosh\eta)=p/(E+m)$, the result is proportional to $\xi$ above and $\boldsymbol\sigma\cdot\mathbf p\,\xi/(E+m)$ below. This is the plane-wave spinor found earlier. Its upper part is therefore, up to normalization, the rest-frame spinor.

For initial positive helicity the final rest-frame spinor is

$$\xi'\propto\cos\frac\theta2\,\chi'_+-\frac mE\sin\frac\theta2\,\chi'_- .$$

Dividing by $\sqrt N$ turns the coefficients into $\cos(\alpha/2)$ and $-\sin(\alpha/2)$, where the angle $\alpha$ (not to be confused with the matrices $\boldsymbol\alpha$) satisfies

$$\tan\frac\alpha2=\frac mE\tan\frac\theta2,\qquad0\le\alpha\le180^\circ .$$

The spinors $\chi'_\pm$ are the $z$-axis spinors rotated by $\theta$ about $y$. This rotation carries $z$ into $\hat{\mathbf p}'$ and $x$ into $\hat{\mathbf e}_\theta=(\cos\theta,0,-\sin\theta)$, the direction of increasing $\theta$. The polarization along $\hat{\mathbf p}'$ is $\cos^2(\alpha/2)-\sin^2(\alpha/2)=\cos\alpha$. Along $\hat{\mathbf e}_\theta$ it is twice the product of the coefficients, $-\sin\alpha$. Along $y$ it is zero, because the coefficients are real. Hence

$$\mathbf P=\cos\alpha\,\hat{\mathbf p}'-\sin\alpha\,\hat{\mathbf e}_\theta=\bigl(\sin(\theta-\alpha),\,0,\,\cos(\theta-\alpha)\bigr).$$

The spin lies in the scattering plane, turned by $\alpha$ from the final momentum back towards the initial one. Measured from its original direction, it has turned by $\delta=\theta-\alpha$.

The same rotation applies to any initial spin. For a general rest spinor $\xi$, the lower part of $w$ contains $\boldsymbol\sigma\cdot\hat{\mathbf p}\,\xi$, and the overlap formula becomes $\xi'=M\xi$ with

$$M=\frac{(E+m)+(E-m)(\boldsymbol\sigma\cdot\hat{\mathbf p}')(\boldsymbol\sigma\cdot\hat{\mathbf p})}{2E}.$$

Let $\hat{\mathbf n}$ be the unit vector along $\mathbf p\times\mathbf p'$. The product of Pauli matrices is $\cos\theta+i\boldsymbol\sigma\cdot(\hat{\mathbf p}'\times\hat{\mathbf p})=\cos\theta-i\sin\theta\,\boldsymbol\sigma\cdot\hat{\mathbf n}$. Therefore $M=A-iB\,\boldsymbol\sigma\cdot\hat{\mathbf n}$, with

$$A=\cos^2\frac\theta2+\frac mE\sin^2\frac\theta2,\qquad B=\left(1-\frac mE\right)\sin\frac\theta2\cos\frac\theta2 .$$

Dividing $B$ by $A$, and then both by $\cos^2(\theta/2)$, gives

$$\frac BA=\frac{\tan\frac\theta2-\frac mE\tan\frac\theta2}{1+\frac mE\tan^2\frac\theta2}=\tan\frac{\theta-\alpha}2=\tan\frac\delta2 .$$

Also $A^2+B^2=N$, as expanding the squares confirms. So $M=\sqrt N\,e^{-i\delta\,\boldsymbol\sigma\cdot\hat{\mathbf n}/2}$, a rotation by $\delta$ about $\hat{\mathbf n}$ times a number. The intensity does not depend on the initial spin, and an unpolarized beam stays unpolarized. Both statements belong to first order, where $A$ and $B$ are real. If they acquired a relative phase, $M^\dagger M$ would contain a term $i(AB^*-A^*B)\,\boldsymbol\sigma\cdot\hat{\mathbf n}$, and the intensity would depend on the spin normal to the plane.

For a slow electron, still within the first-order range, $m/E\to1$, so $\alpha\to\theta$ and $\delta\to0$: the spin stays nearly fixed while the momentum turns. For a fast electron at a fixed angle below $180^\circ$, $\alpha\to0$ and the spin follows the momentum. At $180^\circ$ a massive electron has $\delta=0$ at any energy, as conservation of $J_z$ demands. The two behaviours meet near the backward direction. An initially longitudinal spin becomes fully transverse when $\alpha=90^\circ$, that is, at $\tan(\theta/2)=E/m$, which moves towards $180^\circ$ as the energy grows.

## An electron of 1 MeV

Let an electron of kinetic energy 1 MeV scatter through $120^\circ$ from a fixed point charge with $Z=6$. Its total energy is $E=1.5110$ MeV, so $m/E=0.5110/1.5110=0.3382$ and $\beta=0.9411$. The expansion parameter is $Z\alpha_{\rm fs}/\beta=0.047$, which suggests corrections of the order of several per cent; this is a scale, not a bound. The spin factors are

$$|S_{++}|=\cos60^\circ=0.5000,\qquad|S_{-+}|=0.3382\times0.8660=0.2929 .$$

Their squares add to $N=0.2500+0.0858=0.3358$. The spin has reduced the intensity to about one third of the Coulomb factor, and a fraction $0.0858/0.3358=0.255$ of the scattered electrons have flipped helicity.

The momentum transfer is $q=2(1.4220)\sin60^\circ=2.463$ MeV/$c$, and $Z\alpha_{\rm fs}=0.04653\times0.9411=0.0438$. Restoring $\hbar c$, the common amplitude is

$$\frac{2(0.0438)(1.511\ \text{MeV})}{(2.463\ \text{MeV})^2}\,\hbar c\approx4.3\ \text{fm}.$$

The cross section is $(4.3\ \text{fm})^2\times0.3358\approx6.2\ \text{fm}^2/\text{sr}$, or about 62 mb/sr. Of this, about 4.6 fm²/sr keeps the helicity and 1.6 fm²/sr flips it. These are first-order values; the all-orders Dirac–Coulomb partial-wave series for the same point charge gives 6.5 fm²/sr (4.9 kept, 1.6 flipped), 5% more, and a flipped fraction of 0.244.

For the spin direction, $\tan(\alpha/2)=0.3382\times1.7321=0.5858$, so $\alpha=60.7^\circ$ and $\delta=120^\circ-60.7^\circ=59.3^\circ$. The polarization is $\mathbf P=(0.860,0,0.511)$, and its component along the final momentum is $\cos\alpha=0.489$. The momentum has turned by $120^\circ$, the spin by about half as much. At this energy the spin becomes fully transverse at $\theta=142.6^\circ$. Higher orders in $Z\alpha_{\rm fs}$ shift these angles by more than a degree for $Z=6$: to all orders $\delta=60.8^\circ$, the transverse angle is $143.7^\circ$, and a component of size 0.016 appears normal to the scattering plane.

The dependence on energy does not involve $Z$ at this order:

| Kinetic energy (MeV) | $\delta$ at $120^\circ$ | $N$ at $180^\circ$ |
|---:|---:|---:|
| 0.01 | $1.0^\circ$ | 0.962 |
| 1 | $59.3^\circ$ | 0.114 |
| 100 | $119.0^\circ$ | $2.6\times10^{-5}$ |

At 0.01 MeV the spin hardly turns and backscattering is nearly unsuppressed; for $Z=6$ the expansion parameter there is already 0.22, and to all orders $\delta$ is $1.3^\circ$ rather than $1.0^\circ$. At 100 MeV the spin at $120^\circ$ has almost followed the momentum, and the backward spin factor is tiny because the only flip amplitude available is $m/E$. This describes real backscattering only for spinless nuclei. A nucleus with spin can take up the angular momentum, and its magnetic moment then dominates at $180^\circ$: treated as a point dipole at 100 MeV, it contributes about $3\times10^{-4}$ on the same scale for $^{13}$C and about 0.18 for a proton.

The numerical check obtains the helicity amplitudes by diagonalization and the polarization by explicit boosts. It also tests the scattered wave by direct integration for a Gaussian potential.

## Calculated quantities

```
Nuclear charge number Z = 6
Kinetic energy = 1.000 MeV
Scattering angle theta = 120.0 deg
Electron rest energy m = 0.510999 MeV
Total energy E = 1.510999 MeV
Momentum p = 1.421970 MeV/c
Speed beta = 0.941079 (units of c)
E/m = 2.956951, m/E = 0.338186 (dimensionless)
Z alpha_fs/beta = 0.04653 (dimensionless)
Momentum transfer q = 2.462924 MeV/c
Spin factor, helicity kept = 0.500000 (dimensionless)
Spin factor, helicity flipped = 0.292878 (magnitude)
Sum of squared spin factors = 0.335777 (dimensionless)
Flipped fraction = 0.255459 (dimensionless)
Common Coulomb amplitude = 4.30423 fm
Cross section, helicity kept = 4.63159 fm^2/sr
Cross section, helicity flipped = 1.58914 fm^2/sr
Cross section, total = 6.22074 fm^2/sr
Cross section, total = 62.2074 mb/sr
Spin angle from final momentum alpha = 60.720 deg
Spin rotation delta = 59.280 deg
Final polarization along x = 0.859676 (dimensionless)
Final polarization along z = 0.510839 (dimensionless)
Polarization along p' = 0.489082 (dimensionless)
Fully transverse spin at theta = 142.630 deg
Angle table at 1 MeV: theta/deg, kept^2, flipped^2, sum, alpha/deg, delta/deg
  30 0.93301 0.00766 0.94067 10.356 19.644
  60 0.75000 0.02859 0.77859 22.096 37.904
  90 0.50000 0.05718 0.55718 37.370 52.630
 120 0.25000 0.08578 0.33578 60.720 59.280
 150 0.06699 0.10671 0.17370 103.220 46.780
 180 0.00000 0.11437 0.11437 180.000 0.000
Energy table: kinetic/MeV, m/E, alpha(120 deg)/deg, delta(120 deg)/deg, (m/E)^2 at 180 deg
   0.01 0.980806 119.034 0.966 9.6198e-01
   0.10 0.836334 110.763 9.237 6.9945e-01
   1.00 0.338186 60.720 59.280 1.1437e-01
  10.00 0.048616 9.626 110.374 2.3635e-03
 100.00 0.005084 1.009 118.991 2.5847e-05
```
